\section*{Fisher-Information Bound on Edge Position from Poisson Image Counts, part 2}

A microscope images a straight resist edge at position $\theta$, parallel to the pixel columns. The question is how little a position estimated from the image can scatter when particles arrive at random. Lengths are in nm. Pixel $i$, between the borders $x_i$ and $x_{i+1}$, records an independent Poisson count $n_i$, summed over $M$ independent rows, with mean $\mu_i$ and slope $g_i=\partial\mu_i/\partial\theta$ in counts per nm. The profile $\lambda(u)$ is the expected count per nm and per row at the distance $u=x-\theta$ from the edge, so that
\begin{equation}
g_i=M\left[\lambda(x_i-\theta)-\lambda(x_{i+1}-\theta)\right].
\label{eq:slope}
\end{equation}

For a known profile, every unbiased estimator $T$ of finite variance obeys
\begin{equation}
\operatorname{Var}_\theta T\ \ge\ \frac{1}{I(\theta)},\qquad
I(\theta)=\sum_{i=1}^{N}\frac{g_i^2}{\mu_i},
\label{eq:bound}
\end{equation}
where $N$ is the number of pixels and $I$ is the Fisher information, in nm$^{-2}$. For positive $\lambda$ with continuous derivative $\lambda'$, finite pixels keep at most the continuum information:
\begin{equation}
I\le I_{\rm c}=M\int\frac{\lambda'^2}{\lambda}\,dx.
\label{eq:cont}
\end{equation}

If further parameters, such as signal levels and blur, are unknown, let $a_{ik}$ be the derivative of $\mu_i$ with respect to parameter $k$. For any fixed vector $v$,
\begin{equation}
\operatorname{Var}T\ge\frac{1}{J(v)},\qquad
J(v)=\sum_i\frac{\left(g_i+\sum_k a_{ik}v_k\right)^2}{\mu_i}.
\label{eq:J}
\end{equation}
The strongest bound is $1/J_{\min}$, with $J_{\min}$ the minimum over $v$. It equals the edge entry of the inverse of the full Fisher matrix. The coupling of parameter $k$ to the edge position is $c_k=\sum_i g_ia_{ik}/\mu_i$.

The score, the derivative of the log-probability of the image, is $S_\theta=\sum_i(g_i/\mu_i)(n_i-\mu_i)$. The locally unbiased estimator $T_{\rm loc}=\theta_0+S_{\theta_0}/I(\theta_0)$ reaches $1/I$ when the edge is at the reference position $\theta_0$.

The computed values also check a step in the proof of the bound. If $R$ is the probability of an image with the edge at $\theta+h$ divided by that with the edge at $\theta$, then $E_\theta[R^2]=e^{Q(h)}$ with $Q(h)=\sum_i[\mu_i(\theta+h)-\mu_i(\theta)]^2/\mu_i(\theta)$, where $E_\theta$ is the average for an edge at $\theta$.

\subsection{The Gaussian-blurred step}

Take a step from the dim level $n_L$ to the bright level $n_H$, both in counts per nm per row, with blur $s$:
\begin{equation}
\lambda(u)=n_L+\Delta\,\Phi(u/s),\qquad \Delta=n_H-n_L>0.
\end{equation}
Here $\Phi$ is the normal cumulative distribution and $\varphi(t)=e^{-t^2/2}/\sqrt{2\pi}$ is its derivative. The pixel means follow from
\begin{equation}
H(u)=u\,\Phi(u/s)+s\,\varphi(u/s),
\end{equation}
because $\varphi'(t)=-t\varphi(t)$ gives $H'=\Phi+(u/s)\varphi-(u/s)\varphi=\Phi$. Thus
\begin{equation}
\mu_i=M\left\{n_L(x_{i+1}-x_i)+\Delta\left[H(x_{i+1}-\theta)-H(x_i-\theta)\right]\right\}.
\end{equation}

For fine pixels and a window much wider than the blur, insert $\lambda'=\Delta\varphi(u/s)/s$ into Eq.~(\ref{eq:cont}) and substitute $u=st$:
\begin{equation}
I_{\rm c}=\frac{M\Delta^2}{s}\int_{-\infty}^{\infty}\frac{\varphi(t)^2}{\lambda(st)}\,dt
=\frac{M\Delta^2}{2\sqrt\pi\,s}\left\langle\frac1\lambda\right\rangle.
\label{eq:avg}
\end{equation}
The brackets denote the average with the normalized weight $e^{-t^2}/\sqrt\pi$, and the prefactor comes from $\varphi^2=e^{-t^2}/(2\pi)=(e^{-t^2}/\sqrt\pi)/(2\sqrt\pi)$. Since $\Phi(t)-\tfrac12$ is odd and the weight is even, $\langle\lambda\rangle=n_L+\Delta/2=\bar n$, the mean of the two levels. The identity
\begin{equation}
\frac1\lambda=\frac{1}{\bar n}-\frac{\lambda-\bar n}{\bar n^2}+\frac{(\lambda-\bar n)^2}{\lambda\bar n^2}
\end{equation}
is checked by multiplying by $\lambda\bar n^2$: the right side becomes $\lambda\bar n-\lambda^2+\lambda\bar n+\lambda^2-2\lambda\bar n+\bar n^2=\bar n^2$. On averaging, the linear term vanishes and the last term is positive. Therefore
\begin{equation}
I_{\rm c}>I_{\rm h}=\frac{M\Delta^2}{2\sqrt\pi\,s\,\bar n},\qquad
\sigma_{\rm h}=\frac{1}{\sqrt{I_{\rm h}}}=\frac{1}{\Delta}\sqrt{\frac{2\sqrt\pi\,s\,\bar n}{M}}.
\label{eq:hand}
\end{equation}
The relative excess of $I_{\rm c}$ over $I_{\rm h}$ is $\langle(\lambda-\bar n)^2/(\lambda\bar n)\rangle$, which is of second order in $\Delta/\bar n$. At levels 9.5 and 10.5 the ratio $I_{\rm h}/I_{\rm c}$ is 0.9995.

The hand formula shows the scaling for a wide window and pixels no wider than the blur: the attainable scatter grows as the square root of the blur and falls as the inverse square root of the number of rows. It is an estimate of the bound and not itself a bound. It always lies above $1/\sqrt{I_{\rm c}}$. The gap is small at low contrast and grows with contrast, so a good fit can have clearly less scatter than $\sigma_{\rm h}$.

For a perfectly sharp edge, $s\to0$, the continuum information diverges as $1/s$, but finite pixels keep $I$ finite. If the edge lies inside pixel $i$ of width $a$, at a distance $f$ from its left border, that pixel alone has a slope, $g_i=-M\Delta$, and
\begin{equation}
I=\frac{M\Delta^2}{n_Lf+n_H(a-f)}.
\end{equation}
When such an edge sits on a pixel border, the means are not differentiable and the bound in this form does not apply.

\subsection{Scatter of fits}

Many fits solve an equation of the form
\begin{equation}
\sum_iw_i(\hat\theta)\,g_i(\hat\theta)\,[n_i-\mu_i(\hat\theta)]=0
\end{equation}
for the fitted position $\hat\theta$. Maximum likelihood sets the score to zero, which means $w_i=1/\mu_i$. Unweighted least squares minimizes $\sum_i(n_i-\mu_i)^2$, which means $w_i=1$. Let $\epsilon_i=n_i-\mu_i(\theta)$ and $\delta=\hat\theta-\theta$, with smooth weights and slopes. To first order the bracket is $\epsilon_i-g_i\delta$. It is already small, so the change of $w_ig_i$ with $\hat\theta$ enters at second order. Hence
\begin{equation}
\delta\simeq\frac{\sum_iw_ig_i\epsilon_i}{\sum_iw_ig_i^2},\qquad
\operatorname{Var}\hat\theta\simeq\frac{\sum_iw_i^2g_i^2\mu_i}{\left(\sum_iw_ig_i^2\right)^2}.
\label{eq:fitvar}
\end{equation}
For maximum likelihood this is $I/I^2=1/I$. For least squares it is
\begin{equation}
\sigma_{\rm LS}^2\simeq\frac{\sum_ig_i^2\mu_i}{\left(\sum_ig_i^2\right)^2}\ge\frac1I,
\label{eq:ls}
\end{equation}
where the inequality is Cauchy--Schwarz applied to $g_i^2=(g_i\sqrt{\mu_i})(g_i/\sqrt{\mu_i})$. Least squares gives the bright, noisier pixels too much weight. Both results are leading order at high counts and presume that the fit finds the solution near the true edge.

Equation~(\ref{eq:fitvar}) also covers a detector whose count variance is $\kappa\mu_i$ instead of $\mu_i$, with independent pixels. The fit with $w_i=1/\mu_i$ then has the leading-order variance $\kappa/I$. This is the variance of that fit, not a new lower bound.

\subsection{Worked example}

The model parameters are $n_L=4$ and $n_H=16$ counts per nm per row, $s=2$ nm, $\theta=0.3$ nm and $M=16$. The window from $-10$ to $10$ nm holds 20 pixels of 1 nm. The numerical output after this text lists every pixel.

The pixel centred at $-0.5$ nm has the mean 130.45 and the slope $-35.047$ counts/nm. It contributes $35.047^2/130.45=9.416$ nm$^{-2}$. Its right neighbour has a steeper slope, $-37.718$ counts/nm, but also a larger mean, 167.57, and contributes less: $37.718^2/167.57=8.490$ nm$^{-2}$. The most informative pixel thus lies on the dim side of the edge. The four pixels from $-2$ to $2$ nm supply $6.511+9.416+8.490+4.976=29.39$ nm$^{-2}$, or 84\% of the total $I=35.19$ nm$^{-2}$. The bound on the standard deviation is
\begin{equation}
\frac{1}{\sqrt{35.19\ \mathrm{nm}^{-2}}}=0.169\ \mathrm{nm},
\end{equation}
about a sixth of a pixel.

The hand formula gives $I_{\rm h}=16\times12^2/(2\sqrt\pi\times2\times10)=32.5$ nm$^{-2}$ and $\sigma_{\rm h}=0.175$ nm, 4\% above the bound. The continuum value is $I_{\rm c}=35.55$ nm$^{-2}$, so the 1 nm pixels keep 99.0\% of the information. Pixels of 4 nm in the same window keep 88.9\% for this edge position, and the bound rises to 0.178 nm. With such coarse pixels the fraction depends noticeably on where the edge lies within its pixel.

In 40\,000 simulated images, maximum likelihood scatters by 0.1686 nm, equal to the bound at this precision. Least squares scatters by 0.1768 nm, against 0.1763 nm from Eq.~(\ref{eq:ls}). For nearly Gaussian scatter the relative sampling error of a standard deviation is $1/\sqrt{80\,000}=0.35\%$, or 0.0006 nm, which covers the difference. In variance, least squares costs $(0.1763/0.1686)^2-1=9\%$. The tests require both simulated variances to agree with their formulas within 4\%.

With a single row the bound is four times larger, 0.674 nm, and maximum likelihood scatters by 0.697 nm. Its variance is 6.7\% above $1/I$, well beyond the sampling error of about 0.7\%. The mean error is 0.022 nm, with a standard error of $0.697/\sqrt{40\,000}=0.0035$ nm. At this dose the fit is therefore measurably biased towards the bright side, and the leading-order theory is no longer accurate at the level of a few per cent.

\subsection{The price of an unknown profile}

If the levels must be found from the same image, the bound rises from 0.169 to 0.209 nm. If the blur is unknown as well, it becomes 0.221 nm, and the variance bound is $(0.2211/0.1686)^2=1.72$ times that for a known profile. These values were tested against the inverse of a numerically differentiated Fisher matrix. The derivatives needed in $J(v)$ are, with $H_i=H(x_{i+1}-\theta)-H(x_i-\theta)$,
\begin{align}
\frac{\partial\mu_i}{\partial n_L}&=M(x_{i+1}-x_i-H_i),\qquad
\frac{\partial\mu_i}{\partial n_H}=MH_i,\\
\frac{\partial\mu_i}{\partial s}&=M\Delta\left[\varphi\left(\frac{x_{i+1}-\theta}{s}\right)-\varphi\left(\frac{x_i-\theta}{s}\right)\right].
\end{align}
The last line follows from $\partial H/\partial s=-(u^2/s^2)\varphi+\varphi+(u^2/s^2)\varphi=\varphi$.

Raising both levels together brightens every pixel, and moving a rising edge to the left brightens the pixels near it. The two changes overlap, which is why unknown levels cost precision. Flat signal on either side helps to separate them. Extra pixels add non-negative terms to $J(v)$ for every $v$, so $J_{\min}$ cannot fall. A pixel far from the edge adds nothing to $I$, but it can still improve a measurement in which the levels are fitted.

The blur acts differently. For known levels, fine pixels and a wide window, its coupling to the edge position is
\begin{equation}
c_s=M\int\frac{1}{\lambda}\frac{\partial\lambda}{\partial\theta}\frac{\partial\lambda}{\partial s}\,du
=\frac{M\Delta^2}{s}\int_{-\infty}^{\infty}\frac{t\,\varphi(t)^2}{\lambda(st)}\,dt,
\end{equation}
since $\partial\lambda/\partial\theta=-\Delta\varphi/s$, $\partial\lambda/\partial s=-\Delta t\varphi/s$ and $du=s\,dt$. At low contrast $\lambda$ is nearly constant, the integrand is odd, and the coupling vanishes to leading order. At finite contrast the dim side has the larger weight $1/\lambda$, so $c_s$ is negative. If a maximum-likelihood fit assumes a blur that is too large by a small $\delta s$, the bracket in the fit equation becomes $\epsilon_i-g_i\delta-(\partial\mu_i/\partial s)\,\delta s$ to first order. With $w_i=1/\mu_i$ the mean shift of the fitted edge is then $-c_s\,\delta s/I$, towards the bright side.

The bound for a known profile should therefore be quoted when the levels and the blur come from an independent calibration whose errors are negligible. If they are fitted to the same image without other knowledge of their values, $1/J_{\min}$ applies, with every fitted parameter included. Both describe counting noise for a straight edge common to all rows. Real edge roughness, stage drift, resist shrinkage under the beam and errors in the assumed profile shape, such as a neglected bright peak at the edge, lie outside the model. Secondary-electron images need further care, because each primary electron releases a random number of secondaries. Suppose the primaries arrive as a Poisson stream, the number released per primary is Poisson distributed with mean $y$, and each secondary is detected independently with probability $\eta_{\rm d}$. The number detected per primary is then Poisson distributed with mean $\eta_{\rm d}y$, and the variance of the detected count is $1+\eta_{\rm d}y$ times its mean. The Poisson formula then promises more precision than the image can give.

\section*{Computed values}
\begin{verbatim}
levels 4 and 16 counts/nm/row, blur 2.0 nm
edge 0.3 nm, rows 16, pixel 1.0 nm
centre/nm  mean count  slope/(counts/nm)  information/(1/nm^2)
  -9.5      64.00     -0.000     0.0000
  -8.5      64.00     -0.003     0.0000
  -7.5      64.01     -0.022     0.0000
  -6.5      64.07     -0.132     0.0003
  -5.5      64.39     -0.616     0.0059
  -4.5      65.68     -2.257     0.0775
  -3.5      69.76     -6.469     0.5999
  -2.5      79.92    -14.515     2.6362
  -1.5      99.82    -25.493     6.5108
  -0.5     130.45    -35.047     9.4157
   0.5     167.57    -37.718     8.4900
   1.5     202.95    -31.777     4.9757
   2.5     229.48    -20.958     1.9140
   3.5     245.12    -10.819     0.4776
   4.5     252.38     -4.372     0.0757
   5.5     255.03     -1.383     0.0075
   6.5     255.79     -0.342     0.0005
   7.5     255.96     -0.066     0.0000
   8.5     256.00     -0.010     0.0000
   9.5     256.00     -0.001     0.0000
total information 35.1872 1/nm^2
information from probability sums 35.1872 1/nm^2
bound on standard deviation 0.1686 nm
two-pixel means [3. 5.], moved to [3.6 4.2]
likelihood-ratio moment: sum 1.281460, formula 1.281460
simulated images 40000
max. likelihood: std 0.1686 nm, mean error 0.0018 nm
least squares: std 0.1768 nm, formula 0.1763 nm
locally unbiased estimator: std 0.1684 nm
its mean response to a 0.1 nm shift 0.0988 nm
one row: bound 0.6743 nm, max. likelihood std 0.6966 nm
one row: variance/bound 1.067, mean error 0.0223 nm
one row: fits at search limit 0 of 40000
continuum information 35.5528 1/nm^2, std bound 0.1677 nm
information kept: 1 nm pixels 0.9897, 4 nm pixels 0.8892
4 nm pixels: std bound 0.1779 nm
hand formula: information 32.4973 1/nm^2, std 0.1754 nm
hand/continuum information at levels 9.5, 10.5: 0.99946
levels unknown: std bound 0.2087 nm
levels and blur unknown: std bound 0.2211 nm
\end{verbatim}
